# Slater's transition state and the two-thirds rule for Delta-SCF energies

## Symmetry fixes the form

Let $x$ be the fraction of an electron taken from an orbital, with $0\le x\le1$, and let $E(x)$ be the self-consistent energy at that occupation. The Delta-SCF energy is

$$\Delta=E(1)-E(0).$$

Since $x$ is dimensionless, every derivative $E^{(k)}=d^kE/dx^k$ is an energy. Since $\Delta$ is also linear in the function $E$, an expansion of $\Delta$ about the midpoint must read $\Delta=\sum_k c_kE^{(k)}(1/2)$ with pure numbers $c_k$.

Now run the path backwards, $\tilde E(x)=E(1-x)$. Then $\tilde\Delta=-\Delta$, while $\tilde E^{(k)}(1/2)=(-1)^kE^{(k)}(1/2)$. The same $c_k$ must serve both directions, so $c_k=0$ for even $k$.

Two trial energies give the first coefficients. For $E=x$, $\Delta=1$ and $E'=1$, so $c_1=1$. For $E=(x-\tfrac12)^3$, $\Delta=\tfrac18+\tfrac18=\tfrac14$, $E'(1/2)=0$ and $E'''=6$, so $c_3=\tfrac1{24}$. Hence

$$\Delta=E'(1/2)+\tfrac1{24}E'''(1/2)+\cdots .$$

A rule whose nodes and weights are not symmetric about $x=1/2$, such as one that uses $x=0$ but not $x=1$, lacks this reflection symmetry, and its error may contain even derivatives.

## Setting and assumptions

Let $\phi_j$ be orthonormal orbitals with occupations $n_j$, and let $\Gamma=\sum_jn_j|\phi_j\rangle\langle\phi_j|$. The energy is a functional $E[\Gamma]$ whose first variation is $\delta E=\mathrm{Tr}(h\,\delta\Gamma)$, with $h$ Hermitian. In Kohn-Sham theory, in Gaussian units,

$$h=-\frac{\hbar^2}{2m}\nabla^2+v+e^2\!\int\!\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'+v_{xc},$$

where $\rho$ is the electron number density and $v$ the external potential energy, which may be an operator. In Hartree-Fock theory the exchange operator replaces $v_{xc}$.

Two paths are considered.

- **Removal:** $n_i$ falls by $x$, so $dn_i/dx=-1$.
- **Transfer:** $n_i$ falls by $x$ and $n_a$ rises by $x$.

The assumptions are as follows.

1. For each $x$ the energy is stationary under changes of the orbitals that keep them orthonormal, at fixed occupations. It need not be a minimum.
2. One solution branch is followed, and $\Gamma$ varies differentiably along it.
3. $E$ has a continuous third derivative on $[0,1]$ for part (a) of the theorem, and a continuous fourth derivative for part (b).

**Theorem.** Under these assumptions there are points $\xi,\eta$ in $[0,1]$ such that

$$\text{(a)}\quad \Delta=E'(1/2)+\frac{E'''(\xi)}{24},$$

$$\text{(b)}\quad \Delta=\frac{E'(0)+3E'(2/3)}4+\frac{E''''(\eta)}{216}.$$

Here $E'=-\varepsilon_i$ for removal and $E'=\varepsilon_a-\varepsilon_i$ for transfer, with the orbital energies $\varepsilon_j$ taken at the stated $x$.

Without its remainder, (a) is Slater's transition-state formula and (b) is the Williams-de Groot-Sommers rule. For an ionization energy they read

$$I\approx-\varepsilon_i(1/2),\qquad I\approx-\tfrac14\left[\varepsilon_i(0)+3\varepsilon_i(2/3)\right].$$

The arguments are removed charges. If the occupation $n_i$ is the variable instead, $d/dx=-d/dn_i$, and the correction in (a) becomes $-\tfrac1{24}\,d^3E/dn_i^3$.

## Lemma 1: the slope is an orbital energy

**Lemma 1 (Janak).** Along the path, $dE/dx=\sum_j(dn_j/dx)\,\varepsilon_j$.

*Proof.* An orthonormality-preserving variation is $\delta\phi_j=\sum_kA_{kj}\phi_k$ with $A_{jk}=-A_{kj}^*$. Write $h_{jk}=\langle\phi_j|h|\phi_k\rangle$. Then

$$\delta E=\sum_jn_j\left(\langle\delta\phi_j|h|\phi_j\rangle+\langle\phi_j|h|\delta\phi_j\rangle\right)=\sum_{jk}n_j\left(A_{kj}^*h_{kj}+A_{kj}h_{jk}\right).$$

In the first term put $A_{kj}^*=-A_{jk}$ and exchange the names $j$ and $k$. This gives

$$\delta E=\sum_{jk}(n_j-n_k)A_{kj}h_{jk}.$$

The terms $(j,k)$ and $(k,j)$ together equal $2(n_j-n_k)\,\mathrm{Re}(A_{kj}h_{jk})$. Since $A_{kj}$ is an arbitrary complex number for $j\ne k$, stationarity requires $h_{jk}=0$ whenever $n_j\ne n_k$. Among orbitals of equal occupation $h$ may be diagonalized without changing $\Gamma$. Thus $h\phi_j=\varepsilon_j\phi_j$.

Now differentiate the energy along the path:

$$\frac{dE}{dx}=\sum_j\frac{dn_j}{dx}\langle\phi_j|h|\phi_j\rangle+\sum_jn_j\left(\Big\langle\frac{d\phi_j}{dx}\Big|h\Big|\phi_j\Big\rangle+\Big\langle\phi_j\Big|h\Big|\frac{d\phi_j}{dx}\Big\rangle\right).$$

By the eigenvalue equation the second sum is $\sum_jn_j\varepsilon_j\,d\langle\phi_j|\phi_j\rangle/dx$, which vanishes because the norms are fixed. The first sum is the claim. $\square$

The orbitals do relax as $x$ changes. Their response drops out of the first derivative of the energy, but it enters the higher ones through the change of $\varepsilon_j$ with $x$.

Writing $f=E'$, we now have $\Delta=\int_0^1f(x)\,dx$. Each rule is an estimate of this integral from one or two orbital-energy calculations.

## Proof of part (a)

Integrate by parts twice on the left half of the path:

$$\int_0^{1/2}\frac{x^2}2f''dx=\frac{f'(1/2)}8-\int_0^{1/2}xf'dx=\frac{f'(1/2)}8-\frac{f(1/2)}2+\int_0^{1/2}f\,dx.$$

On the right half use the weight $(1-x)^2/2$, which vanishes at $x=1$:

$$\int_{1/2}^1\frac{(1-x)^2}2f''dx=-\frac{f'(1/2)}8+\int_{1/2}^1(1-x)f'dx=-\frac{f'(1/2)}8-\frac{f(1/2)}2+\int_{1/2}^1f\,dx.$$

In the sum the terms in $f'(1/2)$ cancel, and

$$\Delta-E'(1/2)=\int_0^1K_2(x)E'''(x)\,dx,\qquad K_2=\begin{cases}x^2/2,&x\le1/2\\(1-x)^2/2,&x\ge1/2.\end{cases}$$

The weight $K_2$ is nonnegative, with area $2\int_0^{1/2}(x^2/2)\,dx=2\cdot\tfrac16\cdot\tfrac18=\tfrac1{24}$. The integral divided by $1/24$ is therefore a weighted mean of $E'''$, and a continuous function attains its mean at some $\xi$. This proves (a).

**Next term.** If $E$ has a continuous fifth derivative, expand $f(1/2+u)$ to third order in $u$ with a fourth-order remainder. Odd powers integrate to zero over $-\tfrac12\le u\le\tfrac12$, while $\int u^2du=\tfrac1{12}$ and $\int u^4du=\tfrac1{80}$. Dividing by $2!$ and $4!$ gives

$$\Delta=E'(1/2)+\frac{E'''(1/2)}{24}+\frac{E^{(5)}(\zeta)}{1920}$$

for some $\zeta$ in $[0,1]$.

## Lemma 2: why two-thirds

The ordinary calculation at $x=0$ already supplies $f(0)$. Suppose one further calculation is allowed, at a point $c$, and the estimate is $w_0f(0)+w_1f(c)$.

**Lemma 2.** The estimate is exact for every quadratic $f$ if and only if $c=2/3$, $w_1=3/4$ and $w_0=1/4$.

*Proof.* Exactness for $f=1$, $x$ and $x^2$ requires

$$w_0+w_1=1,\qquad w_1c=\tfrac12,\qquad w_1c^2=\tfrac13.$$

The third equation divided by the second gives $c=\tfrac23$. The second then gives $w_1=\tfrac34$, and the first $w_0=\tfrac14$. Linearity extends exactness to all quadratics. $\square$

The cancellation can be seen directly. Measured from the midpoint, the two nodes are at $u=-\tfrac12$ and $u=+\tfrac16$, so the estimate expands as follows.

- The coefficient of $f'(1/2)$ is $\tfrac14(-\tfrac12)+\tfrac34\cdot\tfrac16=0$.
- The coefficient of $f''(1/2)$ is $\tfrac12\left(\tfrac14\cdot\tfrac14+\tfrac34\cdot\tfrac1{36}\right)=\tfrac12\cdot\tfrac1{12}=\tfrac1{24}$.
- The coefficient of $f'''(1/2)$ is $\tfrac16\left(-\tfrac14\cdot\tfrac18+\tfrac34\cdot\tfrac1{216}\right)=\tfrac16\left(-\tfrac1{36}\right)=-\tfrac1{216}$.

The estimate thus contains the term $E'''(1/2)/24$ that Slater's formula omits. The price is a term $-E''''(1/2)/216$ that $\Delta$ itself does not contain, so the leading error is $+E''''(1/2)/216$.

## Proof of part (b)

Taylor's formula about $x=0$ with integral remainder is

$$f(x)=f(0)+xf'(0)+\tfrac12x^2f''(0)+\int_0^x\frac{(x-t)^2}2f'''(t)\,dt.$$

The error $\int_0^1f\,dx-\tfrac14f(0)-\tfrac34f(2/3)$ is linear in $f$ and vanishes for the quadratic part. Insert the remainder and exchange the order of integration. The error is $\int_0^1K_3(t)f'''(t)\,dt$. For $t\ge2/3$ only the integral over $x$ contributes:

$$K_3(t)=\int_t^1\frac{(x-t)^2}2dx=\frac{(1-t)^3}6.$$

For $t\le2/3$ the node at $2/3$ also contributes:

$$K_3(t)=\frac{(1-t)^3}6-\frac38\left(\frac23-t\right)^2=\left(\frac16-\frac t2+\frac{t^2}2-\frac{t^3}6\right)-\left(\frac16-\frac t2+\frac{3t^2}8\right)=\frac{t^2(3-4t)}{24}.$$

Both pieces are nonnegative, since $3-4t\ge\tfrac13$ for $t\le\tfrac23$. The area is

$$\frac1{24}\left[t^3-t^4\right]_0^{2/3}+\frac1{24}\left(\frac13\right)^4=\frac1{24}\left(\frac8{81}+\frac1{81}\right)=\frac1{216}.$$

With $f'''=E''''$, the mean-value argument used for (a) gives (b). $\square$

## Remarks on range and failure

**Polynomial cases.** If $E$ is quadratic, both rules are exact. If $E$ is cubic, the two-point rule is exact and Slater's has the constant error $E'''/24$. Higher order is no guarantee of a smaller error, however. For $E=(x-\tfrac12)^4$, in any energy unit, $\Delta=0$ and Slater's rule gives $0$, whereas the two-point rule is wrong by $24/216=\tfrac19$.

**Where the third derivative comes from.** Freeze the orbitals at $x=0$. Then $\Gamma$ is linear in $x$. The Hartree-Fock energy is a quadratic functional of $\Gamma$, so the frozen energy is quadratic in $x$ and has $E'''=0$. In Hartree-Fock theory the error of Slater's formula is therefore due to orbital relaxation.

A density functional adds another source. The local exchange energy is $-Ce^2\int\rho^{4/3}d^3r$ with $C>0$. For frozen-orbital removal $d\rho/dx=-|\phi_i|^2$, and the third derivative of $\rho^{4/3}$ with respect to $\rho$ is $\tfrac43\cdot\tfrac13\cdot(-\tfrac23)\rho^{-5/3}=-\tfrac8{27}\rho^{-5/3}$. Hence

$$E_x'''\big|_{\rm frozen}=-\frac{8}{27}Ce^2\int\frac{|\phi_i|^6}{\rho^{5/3}}\,d^3r<0.$$

**Loss of smoothness.** Suppose $\phi_i$ is the only occupied orbital and is being emptied, so that $\rho=(1-x)|\phi_i|^2$. The frozen exchange energy is then proportional to $(1-x)^{4/3}$, and its third derivative diverges as $(1-x)^{-5/3}$ at $x\to1$. Assumption 3 fails, and the maximum of the derivative no longer bounds the error. For this term the integrals of $K_2E'''$ and $K_3E''''$ still converge, because the weights vanish as $(1-x)^2$ and $(1-x)^3$. The formulas themselves fail if the solution jumps to another branch along the path. Filling an empty, diffuse orbital can cause similar trouble at $x=0$. If $\rho$ decays as $e^{-2\kappa r}$ and $|\phi_a|^2$ as $e^{-2\kappa_a r}$, the fourth derivative of the frozen exchange energy has an integrand that behaves at large $r$ as $|\phi_a|^8/\rho^{8/3}$, and the integral diverges when $\kappa_a<2\kappa/3$. The 5s to 5p transfer in Sr treated below is such a case in the complete-basis limit: the LDA levels near $-3.6$ and $-1.3$ eV give $\kappa_a/\kappa\approx0.60$. In a finite Gaussian basis the tails, and hence this behavior, are set by the most diffuse exponents.

**What is approximated.** Both rules approach the Delta-SCF energy of the chosen functional. They do not repair errors of that functional.

## Worked example: the strontium atom

The free Sr atom has closed 4s, 4p and 5s shells, so a deep and a shallow change of occupation can be compared in one system. A scalar-relativistic effective core potential replaces 28 electrons and leaves 10 explicit ones, in the def2-TZVP basis. Occupations are spin-restricted and spherically averaged: a removed 4s electron leaves $4s^{2-x}$, shared equally by both spins, and a transferred electron puts $x/3$ into each 5p orbital.

The functionals are the local density approximation (LDA), with Slater exchange and VWN correlation, and Hartree-Fock. Spin polarization, multiplet splitting, spin-orbit coupling and decay of the 4s hole are left out.

Self-consistent calculations were made at seven equally spaced values of $x$ from 0 to 1. $\Delta$ is the difference of two total energies. Higher derivatives come from the sixth-degree polynomial through the seven values of $E'$. The digits below belong to the def2-TZVP basis and are kept so that the rules can be compared within it; they are not converged in the basis. In large uncontracted s and p sets, $\Delta$ falls by about 0.13 eV for 4s removal in LDA, 0.11 eV for 4s removal in Hartree-Fock and 0.02 eV for the transfer, and $E'''(1/2)$ for 4s removal in LDA falls from 1.92 to about 1.56 eV.

**Removal of 4s in LDA.** The slopes are $E'(0)=41.1361$ eV, $E'(1/2)=47.3603$ eV and $E'(2/3)=49.5521$ eV. The total energies give $\Delta=47.4403$ eV, or 1.7434 hartree. Slater's error is

$$\Delta-E'(1/2)=47.4403-47.3603=0.0800\ \text{eV}.$$

The interpolated $E'''(1/2)=1.9229$ eV predicts $1.9229/24=0.0801$ eV, so the leading term accounts for nearly the whole error. The two-point rule gives

$$\frac{41.1361+3(49.5521)}4=\frac{189.7924}4=47.4481\ \text{eV},$$

which is 0.0078 eV above $\Delta$. The error changes sign and, in this basis, is about ten times smaller. Integrating $K_3E''''$ with the interpolated derivative gives the same $-7.8$ meV for $\Delta$ minus the rule. For a polynomial this integral equals $\int_0^1E'dx$ minus the rule exactly, so the agreement restates that the integrated orbital energies reproduce the total-energy difference. Its sign shows that the weighted mean of $E''''$ is negative on this path. The initial slope $E'(0)$, by comparison, is 6.30 eV below $\Delta$.

**Removal of 4s in Hartree-Fock.** The three energies to compare are these.

- Total-energy difference: $\Delta=55.8178$ eV.
- Slater's value: $55.7493$ eV, with $\Delta-E'(1/2)=68.5$ meV.
- Two-point value: $55.8220$ eV, with $\Delta$ minus the rule equal to $-4.3$ meV.

In this basis the fifth derivative is visible. The terms $69.9$ meV from $E'''(1/2)/24$ and $-1.4$ meV from $E^{(5)}(1/2)/1920$ add to $68.5$ meV. The size and even the sign of the fifth-derivative term depend on the basis: in large uncontracted sets it is about $+0.6$ meV, and Slater's error is about 51 meV.

The slope at the start is $E'(0)=53.3457$ eV, so $\Delta$ exceeds it by 2.47 eV, although relaxation lowers the energy of a minimum. The spin-restricted path explains this. Its two-electron energy contains $\tfrac12n_i^2(J_{ii}-\tfrac12K_{ii})$, where $J_{ii}=K_{ii}$ is the Coulomb self-repulsion of the orbital. The second derivative with respect to $n_i$ at frozen orbitals is thus $J_{ii}/2$, and the frozen energy rises by $E'(0)+J_{ii}/4$ at $x=1$. If the relaxation energy is defined as the frozen minus the self-consistent energy at $x=1$, then $\Delta-E'(0)$ equals $J_{ii}/4$ minus that energy, so $J_{ii}/4$ exceeds it by 2.47 eV. The two terms were not computed separately.

**Frozen orbitals.** The combination $27[E(1)-3E(2/3)+3E(1/3)-E(0)]$ is a weighted mean of $E'''$. With orbitals frozen at $x=0$ it is zero to rounding error in Hartree-Fock and $-0.089$ eV in LDA. The LDA value has the sign derived above for exchange. It is small beside the relaxed $1.92$ eV at the midpoint, so on this 4s-removal path the positive third derivative appears only when the orbitals relax.

**Transfer from 5s to 5p in LDA.** Now $E'=\varepsilon_{5p}-\varepsilon_{5s}$, and the slope changes little: 2.3461 eV at $x=0$, 2.4106 eV at $1/2$ and 2.4355 eV at $2/3$. The total energies give $\Delta=2.4125$ eV. Slater's value is 1.9 meV too low. The two-point value,

$$\frac{2.3461+3(2.4355)}4=2.4132\ \text{eV},$$

is 0.7 meV too high. The gain is a factor of about 2.7, against about 10 and 16 for the two 4s removals. It is the ratio, in magnitude, of the $K_2$-weighted mean of $E'''$ divided by 24 to the $K_3$-weighted mean of $E''''$ divided by 216, and this differs from path to path and from basis to basis. In large uncontracted sets the gains are about 1.5 for the transfer, 16 for 4s removal in LDA and 11.5 for 4s removal in Hartree-Fock. This $\Delta$ belongs to a spin-restricted average and is neither a singlet nor a triplet excitation energy.

For 4s removal the two functionals differ by $55.82-47.44=8.38$ eV, more than a hundred times Slater's error in either one. The size of this gap depends on the spin-restricted model, whose Hartree-Fock $\Delta$ includes the term $J_{ii}/4$ found above. That term accounts for only part of the gap. Within that model the choice of functional matters far more than the choice between the two rules.
